# The Double Grid for Ultrasoft Pseudopotentials: Exact Projection and Augmentation Integrals: verification in Python

```python
"""Double grid for ultrasoft pseudopotentials.
Result under test: for orbitals with |k+G| <= Gmax, the projection of V*psi on
the basis is exact on a coarse grid if V is Fourier-truncated at 2*Gmax, whereas
D_ij = D0_ij + integral(V Q_ij) needs the Fourier components of V beyond 2*Gmax.
Symbols: c = plane-wave coefficients, beta = projectors, Q = augmentation
functions, V = effective potential, D = nonlocal strengths, S = overlap.
Units inside the program: eV and nm. The model has round parameters."""
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh

kinetic_const = sc.hbar**2 / (2 * sc.m_e) / sc.e * 1e18      # eV nm^2
coulomb = sc.e / (4 * np.pi * sc.epsilon_0) * 1e9            # eV nm
side, cutoff = 0.375, 300.0
volume = side**3
b0 = 2 * np.pi / side
gmax = np.sqrt(cutoff / kinetic_const)
k = b0 * np.array([0.25, 0.10, 0.0])
tau = np.array([0.03, 0.05, 0.02])
sigma, beta_width, orbital_width = 0.012, 0.03, 0.03
q0, charge, occ = 0.3, 2.0, 2.0
D0 = np.diag([30.0, 30.0])
n_coarse = 2 * int(2 * gmax / b0) + 1
n_dense_min = 2 * int(4 * gmax / b0) + 1
n_dense = 45
n_big = 63
assert n_dense >= n_dense_min

# orbital basis
r = np.arange(-8, 9)
pw = np.stack(np.meshgrid(r, r, r, indexing="ij"), -1).reshape(-1, 3)
pw = pw[np.linalg.norm(k + b0 * pw, axis=1) <= gmax]
q = k + b0 * pw
q2 = np.sum(q**2, axis=1)

# dense reciprocal grid
m1 = np.rint(np.fft.fftfreq(n_dense, 1 / n_dense)).astype(int)
M = np.stack(np.meshgrid(m1, m1, m1, indexing="ij"), -1)
G = b0 * M
G2 = np.sum(G**2, axis=-1)
Gabs = np.sqrt(G2)
inner = Gabs <= 2 * gmax
sphere = Gabs <= 4 * gmax
everything = np.ones_like(inner)
inv_G2 = np.where(G2 > 0, 1 / np.where(G2 > 0, G2, 1.0), 0.0)


def to_real(a):
    return np.fft.ifftn(a) * a.size


def to_recip(a):
    return np.fft.fftn(a) / a.size


def orbital_on_grid(c, n):
    a = np.zeros((n, n, n), complex)
    np.add.at(a, tuple((pw % n).T), c)
    return to_real(a)


def potential_on_grid(vg, mask, n):
    """Values at n^3 points of the Fourier series restricted to mask."""
    a = np.zeros((n, n, n), complex)
    np.add.at(a, tuple((M[mask] % n).T), vg[mask])
    return to_real(a).real


def local_action(c, v):
    n = v.shape[0]
    return to_recip(v * orbital_on_grid(c, n))[tuple((pw % n).T)]


# projectors (s and p_z) and augmentation functions
beta_s = ((4 * np.pi * beta_width**2)**0.75 / np.sqrt(volume)
          * np.exp(-q2 * beta_width**2 / 2) * np.exp(-1j * q @ tau))
beta = np.array([beta_s, -1j * np.sqrt(2) * beta_width * q[:, 2] * beta_s])
gauss = (q0 / volume * np.exp(-G2 * sigma**2 / 2)
         * np.exp(-1j * G @ tau) * sphere)
sz = sigma * G[..., 2]
QG = [[gauss, -1j * sz * gauss], [-1j * sz * gauss, (1 - sz**2) * gauss]]
Qr = np.array([[to_real(QG[i][j]).real for j in range(2)] for i in range(2)])
VlocG = (-charge * 4 * np.pi * coulomb / volume * inv_G2
         * np.exp(-G2 * sigma**2 / 2) * np.exp(-1j * G @ tau) * sphere)


def density(c):
    p = beta.conj() @ c
    soft = occ * np.abs(orbital_on_grid(c, n_dense))**2 / volume
    rho = np.outer(p.conj(), p)
    return soft, soft + occ * np.einsum("ij,ijxyz->xyz", rho, Qr).real


def energy(c):
    p = beta.conj() @ c
    n = density(c)[1]
    assert n.min() > 0
    nG = to_recip(n)
    e = occ * np.sum(kinetic_const * q2 * np.abs(c)**2)
    e += occ * (p.conj() @ D0 @ p).real
    e += volume * np.sum(nG.conj() * VlocG).real
    e += volume * 2 * np.pi * coulomb * np.sum(np.abs(nG)**2 * inv_G2)
    ex = -0.75 * (3 / np.pi)**(1 / 3) * coulomb * n**(4 / 3)
    return e + volume * ex.mean()


# trial orbital, normalized with the overlap operator
rng = np.random.default_rng(7)


def noise():
    return rng.normal(size=len(pw)) + 1j * rng.normal(size=len(pw))


envelope = np.exp(-q2 * orbital_width**2 / 2)
c = envelope * np.exp(-1j * b0 * pw @ tau) * (1 + 0.03 * noise())
c[np.all(pw == 0, axis=1)] += 4.0
c /= np.sqrt(np.sum(np.abs(c)**2) + q0 * np.sum(np.abs(beta.conj() @ c)**2))
soft, n = density(c)
electrons = volume * n.mean()
assert abs(electrons - occ) < 1e-10

# orbital products: support, and coarse-grid density against dense-grid density
softG = to_recip(soft)
leak = np.abs(softG[~inner]).max() / np.abs(softG).max()
assert leak < 1e-12
mc = np.rint(np.fft.fftfreq(n_coarse, 1 / n_coarse)).astype(int)
padded = np.zeros_like(softG)
padded[np.ix_(mc, mc, mc)] = to_recip(
    occ * np.abs(orbital_on_grid(c, n_coarse))**2 / volume)
pad_error = np.abs(to_real(padded) - soft).max() / soft.max()
assert pad_error < 1e-12
q_share = [np.sum(np.abs(QG[i][i][~inner])**2) / np.sum(np.abs(QG[i][i])**2)
           for i in range(2)]

# effective potential on the dense grid
vx = -(3 / np.pi)**(1 / 3) * coulomb * n**(1 / 3)
VG = VlocG + 4 * np.pi * coulomb * to_recip(n) * inv_G2 + to_recip(vx)
V = to_real(VG).real

# projected action: coarse grid against the untruncated product on a big grid
test = noise()
test /= np.linalg.norm(test)
V_big = potential_on_grid(VG, everything, n_big)
reference = local_action(test, V_big)


def action_error(v):
    return (np.linalg.norm(local_action(test, v) - reference)
            / np.linalg.norm(reference))


V_trunc = potential_on_grid(VG, inner, n_coarse)
V_sampled = potential_on_grid(VG, everything, n_coarse)
point = np.array([1, 2, 3]) * side / n_coarse
direct = np.sum(VG * np.exp(1j * G @ point)).real
assert abs(direct - V_sampled[1, 2, 3]) < 1e-9
err_double = action_error(V_trunc)
err_sampled = action_error(V_sampled)
err_small_grid = action_error(potential_on_grid(VG, inner, n_coarse - 1))
err_cut = {f: action_error(potential_on_grid(VG, Gabs <= f * gmax, n_coarse))
           for f in (1.0, 1.5)}
assert err_double < 1e-12
assert err_sampled > 1e-5 and err_small_grid > 1e-7
assert min(err_cut.values()) > 1e-4

# outside the basis the truncated product does differ
u_big = orbital_on_grid(test, n_big)
diff = to_recip((V_big - potential_on_grid(VG, inner, n_big)) * u_big)
full_norm = np.linalg.norm(to_recip(V_big * u_big))
inside = np.linalg.norm(diff[tuple((pw % n_big).T)]) / full_norm
outside = np.linalg.norm(diff) / full_norm
assert inside < 1e-12 and outside > 1e-3


# nonlocal strengths
def strengths(v):
    return D0 + volume * np.mean(v * Qr, axis=(2, 3, 4))


D = strengths(V)
D_trunc = strengths(to_real(VG * inner).real)
n_fine = 90
V_fine = potential_on_grid(VG, everything, n_fine)
x = np.arange(n_fine) * side / n_fine
X, Y, Z = np.meshgrid(*[(x - t + side / 2) % side - side / 2 for t in tau],
                      indexing="ij")
g = (q0 * (2 * np.pi * sigma**2)**-1.5
     * np.exp(-(X**2 + Y**2 + Z**2) / (2 * sigma**2)))
D_quad = D0 + volume * np.array(
    [[np.mean(V_fine * g * (Z / sigma)**(i + j)) for j in range(2)]
     for i in range(2)])
# tolerance: Q is cut at 4*Gmax in D but is analytic in the quadrature
quad_error = np.abs(D - D_quad).max()
assert quad_error < 2e-3
assert np.abs(D_trunc - D_quad).max() > 1e-2


# energy gradient by finite differences against the double-grid Hamiltonian
def slope(v, d_matrix, direction):
    h = kinetic_const * q2 * c + local_action(c, v)
    h = h + beta.T @ (d_matrix @ (beta.conj() @ c))
    return 2 * occ * np.vdot(direction, h).real


direction = beta[0] + 0.5 * beta[1] + 0.03 * envelope * noise()
direction /= np.linalg.norm(direction)
step = 1e-4
slope_fd = (energy(c + step * direction)
            - energy(c - step * direction)) / (2 * step)
slope_double = slope(V_trunc, D, direction)
slope_bad_D = slope(V_trunc, D_trunc, direction)
assert abs(slope_fd - slope_double) < 1e-4
assert abs(slope_fd - slope_bad_D) > 1e-3

# lowest generalized eigenvalue at fixed potential
delta = pw[:, None, :] - pw[None, :, :]
B = beta.T
S = np.eye(len(pw)) + q0 * B @ B.conj().T


def lowest(vg, d_matrix):
    idx = delta % vg.shape[0]
    H = vg[idx[..., 0], idx[..., 1], idx[..., 2]] + B @ d_matrix @ B.conj().T
    H = H + np.diag(kinetic_const * q2)
    H = (H + H.conj().T) / 2
    w, vec = eigh(H, S, subset_by_index=[0, 0])
    return w[0], vec[:, 0]


e_ref, vec = lowest(VG, D)
residual = (kinetic_const * q2 * vec + local_action(vec, V_trunc)
            + B @ (D @ (B.conj().T @ vec)) - e_ref * (S @ vec))
res_norm = np.linalg.norm(residual)
assert res_norm < 1e-8
e_bad_D = lowest(VG, D_trunc)[0]
e_sampled = lowest(to_recip(V_sampled), D)[0]
assert abs(e_bad_D - e_ref) > 1e-4
assert abs(e_sampled - e_ref) > 1e-6

print(f"cell side: {side:.3f} nm; orbital cutoff: {cutoff:.0f} eV")
print("k in units of 2 pi/side:", np.round(k / b0, 3))
print("centre position (nm):", tau)
print(f"Gaussian width of Q and of local ion: {sigma:.3f} nm")
print(f"projector width: {beta_width:.3f} nm")
print(f"trial orbital width: {orbital_width:.3f} nm")
print(f"augmentation norm q0: {q0:.2f}; ion charge number: {charge:.0f}")
print(f"bare D0 (both channels): {D0[0, 0]:.1f} eV")
print(f"Gmax: {gmax:.3f} nm^-1; 2 pi/side: {b0:.3f} nm^-1")
print(f"Gmax/(2 pi/side): {gmax / b0:.4f}")
print(f"plane waves in basis: {len(pw)}")
print(f"coarse grid per side: {n_coarse}; points: {n_coarse**3}")
print(f"least dense grid per side for 4 Gmax: {n_dense_min}")
print(f"dense grid per side: {n_dense}; points: {n_dense**3}")
print(f"dense/coarse point ratio: {(n_dense / n_coarse)**3:.2f}")
print(f"electrons in cell: {electrons:.10f}")
print(f"largest |psi|^2 component beyond 2 Gmax, relative: {leak:.1e}")
print(f"coarse-to-dense density error, relative: {pad_error:.1e}")
print(f"share of sum |Q_ss,G|^2 beyond 2 Gmax: {q_share[0]:.4f}")
print(f"share of sum |Q_pp,G|^2 beyond 2 Gmax: {q_share[1]:.4f}")
print("relative error of projected V psi (random orbital):")
print(f"  V truncated at 2 Gmax, coarse grid: {err_double:.1e}")
print(f"  V sampled, not truncated: {err_sampled:.3e}")
print(f"  V truncated, {n_coarse - 1} points per side: {err_small_grid:.3e}")
for f, e in err_cut.items():
    print(f"  V truncated at {f:.1f} Gmax: {e:.3e}")
print(f"change of V psi on truncation, inside basis: {inside:.1e}")
print(f"change of V psi on truncation, all G: {outside:.4f}")
for name, i, j in (("ss", 0, 0), ("sp", 0, 1), ("pp", 1, 1)):
    print(f"D_{name} dense: {D[i, j]:.4f} eV; "
          f"V cut at 2 Gmax: {D_trunc[i, j]:.4f} eV")
print(f"largest D difference from real-space quadrature: {quad_error:.1e} eV")
print("error of D_ss and D_pp against Fourier cutoff of V:")
for f in (2.0, 2.5, 3.0, 3.5):
    dd = strengths(to_real(VG * (Gabs <= f * gmax)).real) - D
    print(f"  {f:.1f} Gmax: {dd[0, 0]:.5f} eV, {dd[1, 1]:.5f} eV")
print(f"energy slope, finite difference: {slope_fd:.5f} eV")
print(f"energy slope, double-grid H: {slope_double:.5f} eV")
print(f"energy slope, D from truncated V: {slope_bad_D:.5f} eV")
print(f"lowest eigenvalue, full V: {e_ref:.5f} eV")
print(f"its residual with coarse-grid H: {res_norm:.1e} eV")
print(f"shift if D uses truncated V: {1e3 * (e_bad_D - e_ref):.3f} meV")
print(f"shift if local V is sampled: {1e3 * (e_sampled - e_ref):.3f} meV")
print("every check passed")
```

Printed output:

```
cell side: 0.375 nm; orbital cutoff: 300 eV
k in units of 2 pi/side: [0.25 0.1  0.  ]
centre position (nm): [0.03 0.05 0.02]
Gaussian width of Q and of local ion: 0.012 nm
projector width: 0.030 nm
trial orbital width: 0.030 nm
augmentation norm q0: 0.30; ion charge number: 2
bare D0 (both channels): 30.0 eV
Gmax: 88.736 nm^-1; 2 pi/side: 16.755 nm^-1
Gmax/(2 pi/side): 5.2960
plane waves in basis: 632
coarse grid per side: 21; points: 9261
least dense grid per side for 4 Gmax: 43
dense grid per side: 45; points: 91125
dense/coarse point ratio: 9.84
electrons in cell: 2.0000000000
largest |psi|^2 component beyond 2 Gmax, relative: 8.5e-17
coarse-to-dense density error, relative: 1.0e-15
share of sum |Q_ss,G|^2 beyond 2 Gmax: 0.0288
share of sum |Q_pp,G|^2 beyond 2 Gmax: 0.1440
relative error of projected V psi (random orbital):
  V truncated at 2 Gmax, coarse grid: 2.7e-16
  V sampled, not truncated: 7.170e-04
  V truncated, 20 points per side: 5.663e-04
  V truncated at 1.0 Gmax: 7.284e-02
  V truncated at 1.5 Gmax: 1.504e-02
change of V psi on truncation, inside basis: 7.0e-17
change of V psi on truncation, all G: 0.0145
D_ss dense: 6.0889 eV; V cut at 2 Gmax: 6.1919 eV
D_sp dense: 0.0001 eV; V cut at 2 Gmax: 0.0002 eV
D_pp dense: 11.6840 eV; V cut at 2 Gmax: 11.6016 eV
largest D difference from real-space quadrature: 2.3e-05 eV
error of D_ss and D_pp against Fourier cutoff of V:
  2.0 Gmax: 0.10302 eV, -0.08245 eV
  2.5 Gmax: 0.00525 eV, -0.00869 eV
  3.0 Gmax: 0.00014 eV, -0.00038 eV
  3.5 Gmax: 0.00001 eV, -0.00004 eV
energy slope, finite difference: 53.21936 eV
energy slope, double-grid H: 53.21936 eV
energy slope, D from truncated V: 53.49493 eV
lowest eigenvalue, full V: -3.38714 eV
its residual with coarse-grid H: 5.2e-13 eV
shift if D uses truncated V: 19.257 meV
shift if local V is sampled: -0.103 meV
every check passed
```
